# RAMBO: constant weight for massless momenta and the massive weight

In a sample of 200,000 phase-space events for \(\mu^+\mu^-\gamma\) at a total energy of 300 MeV, the plain average of the photon energy is 55.27 MeV. Quadrature over the same phase space gives 44.64 MeV. The statistical error of the sample average is only 0.04 MeV, so the discrepancy is not noise. The events were made by RAMBO, which first generates massless momenta and then rescales them to the physical masses. The massless events have equal weights; the rescaled ones do not. Including their weights changes the average to \(44.70\pm0.05\) MeV.

## Measure and conventions

Units are \(\hbar=c=1\), with energies in MeV. The final state has \(n\ge2\) particles and total four-momentum \(P=(w,\mathbf 0)\). The measure is

\[
d\Phi_n(m)=\prod_{i=1}^n\frac{d^3k_i}{2E_i}\;
\delta^3\Big(\sum_i\mathbf k_i\Big)\,
\delta\Big(w-\sum_iE_i\Big),\qquad E_i=\sqrt{m_i^2+|\mathbf k_i|^2}.
\]

With a factor \((2\pi)^{-3}\) per particle and \((2\pi)^4\) for the delta functions, it is multiplied by \((2\pi)^{4-3n}\). No matrix element is included: the example concerns phase space alone. Massless momenta before the boost are called \(q_i\), those after it \(p_i\), and the massive ones \(k_i\).

## The scheme

```text
for i = 1..n:
    draw r1, r2, r3, r4 uniformly in (0,1]
    c = 2 r1 - 1;  phi = 2 pi r2;  q0 = -ln(r3 r4)
    q_i = q0 (1, sqrt(1-c^2) cos phi, sqrt(1-c^2) sin phi, c)
Q = sum q_i;  M = sqrt(Q0^2 - |Q|^2)
b = -Qvec/M;  gamma = Q0/M;  x = w/M
for i = 1..n:
    s = b . qvec_i
    p0_i   = x (gamma q0_i + s)
    pvec_i = x (qvec_i + b q0_i + b s/(1+gamma))
massless event: return p_i with weight V_n
massive event:
    solve sum sqrt(m_i^2 + xi^2 p0_i^2) = w for xi
    kvec_i = xi pvec_i
    return k_i with weight V_n rho
```

The two weights, derived below, are

\[
V_n=\Big(\frac{\pi}{2}\Big)^{n-1}\frac{w^{2n-4}}{(n-1)!\,(n-2)!},
\]
\[
\rho=\Big(\frac{\sum_i|\mathbf k_i|}{w}\Big)^{2n-3}
\Big(\prod_i\frac{|\mathbf k_i|}{E_i}\Big)
\frac{w}{\sum_i|\mathbf k_i|^2/E_i}.
\]

An integral of \(F\) over massless phase space is estimated by \(V_n\langle F\rangle\), and over massive phase space by \(V_n\langle\rho F\rangle\), where the brackets are plain averages over generated events.

## The map is a boost followed by a scaling

Let \(s=\mathbf b\cdot\mathbf q\). From \(M^2=Q_0^2-|\mathbf Q|^2\) follows \(b^2=\gamma^2-1\), hence \(b^2/(1+\gamma)=\gamma-1\). Before multiplication by \(x\), the squared length of the new three-vector is

\[
|\mathbf q|^2+b^2q_0^2+\frac{b^2s^2}{(1+\gamma)^2}
+2q_0s+\frac{2s^2}{1+\gamma}+\frac{2b^2q_0s}{1+\gamma}.
\]

The coefficient of \(s^2\) is \((\gamma-1)/(\gamma+1)+2/(\gamma+1)=1\), and that of \(q_0s\) is \(2+2(\gamma-1)=2\gamma\). The expression is therefore \(|\mathbf q|^2+(\gamma^2-1)q_0^2+s^2+2\gamma q_0s\). Subtracting it from the squared new energy, \(\gamma^2q_0^2+2\gamma q_0s+s^2\), leaves \(q_0^2-|\mathbf q|^2\). The linear map thus preserves the Minkowski square. It is a Lorentz transformation \(\Lambda_Q\), and massless vectors stay massless. Their energies stay positive because \(\gamma>|\mathbf b|\).

Now apply it to \(Q=(\gamma M,-M\mathbf b)\), for which \(s=-Mb^2\). The new energy is \(\gamma^2M-Mb^2=M\). The new vector is \(M\mathbf b[-1+\gamma-(\gamma-1)]=\mathbf 0\). Multiplication by \(x=w/M\) gives \(\sum_ip_i=(w,\mathbf 0)\).

## Why the massless weight is constant

The variables \(-\ln r_3\) and \(-\ln r_4\) each have density \(e^{-t}\). Their sum has density \(\int_0^{q}e^{-t}e^{-(q-t)}dt=q\,e^{-q}\). The direction is uniform on the sphere, with density \(1/4\pi\) per solid angle. Since \(d^3q=q_0^2\,dq_0\,d\Omega\), one vector has the probability

\[
\frac{q_0e^{-q_0}}{4\pi}\,dq_0\,d\Omega
=\frac{e^{-q_0}}{4\pi q_0}\,d^3q
=\frac{e^{-q_0}}{2\pi}\,\frac{d^3q}{2q_0}.
\]

For \(n\) independent vectors the exponentials combine:

\[
d\mathcal P=(2\pi)^{-n}e^{-Q_0}\prod_i\frac{d^3q_i}{2q_i^0}.
\]

Apart from the invariant measure, the probability depends on the vectors through their total energy alone. Insert \(1=\int d^4Q\,\delta^4(Q-\sum_iq_i)\) and, at fixed \(Q\), change variables to \(p_i=x\Lambda_Qq_i\).

The measure \(d^3q/(2q_0)\) is what remains of \(d^4q\,\delta(q^2)\theta(q_0)\) after the energy integration, so it is Lorentz invariant. Under scaling, \(d^3q\) contributes three powers of the length and \(1/q_0\) removes one, so

\[
\prod_i\frac{d^3q_i}{2q_i^0}=x^{-2n}\prod_i\frac{d^3p_i}{2p_i^0}.
\]

Because \(|\det\Lambda_Q|=1\) and \(x\Lambda_QQ=P\), the delta function becomes

\[
\delta^4\Big(Q-\sum_iq_i\Big)=x^4\,\delta^4\Big(P-\sum_ip_i\Big).
\]

Together these give the joint distribution

\[
d\mathcal P=(2\pi)^{-n}e^{-Q_0}\Big(\frac wM\Big)^{4-2n}d^4Q\;d\Phi_n(0).
\]

The factor containing \(Q\) does not contain the \(p_i\). Integration over \(Q\) therefore leaves a constant times \(d\Phi_n(0)\), which is the claim of constant weight.

Isotropy alone would not suffice. For another energy law, the product of the individual energy densities need not reduce to a function of \(Q\). When all \(q_i^0\) are set equal before the boost, the three-particle mean of \((2E_1/w)^2\) is \(0.4704\pm0.0005\). Flat phase space gives 0.5, and the density \(q\,e^{-q}\) gives \(0.5003\pm0.0007\). The case \(n=2\) is special: both energies must be \(w/2\), and isotropy then fixes the distribution. A rate \(\alpha\) in a density proportional to \(q\,e^{-\alpha q}\) is also immaterial, since a common rescaling of the \(q_i\) cancels in \(x\).

## The value of the constant

Since \(d\mathcal P\) integrates to one,

\[
1=(2\pi)^{-n}w^{4-2n}J_nV_n,\qquad
J_n=\int d^4Q\,e^{-Q_0}(Q^2)^{n-2},
\]

where \(Q\) runs over the forward cone \(|\mathbf Q|<Q_0\). Put \(|\mathbf Q|=Q_0\sqrt t\). Then \(|\mathbf Q|^2d|\mathbf Q|=\tfrac12Q_0^3t^{1/2}dt\), and

\[
\begin{aligned}
J_n&=2\pi\int_0^\infty Q_0^{2n-1}e^{-Q_0}dQ_0\int_0^1t^{1/2}(1-t)^{n-2}dt\\
&=2\pi\,\Gamma(2n)\,\frac{\Gamma(3/2)\,\Gamma(n-1)}{\Gamma(n+1/2)}.
\end{aligned}
\]

Use \(\Gamma(3/2)=\sqrt\pi/2\) and the duplication formula \(\Gamma(2n)=2^{2n-1}\Gamma(n)\Gamma(n+\tfrac12)/\sqrt\pi\). The half-integer gamma functions cancel, so

\[
J_n=\pi\,2^{2n-1}(n-1)!\,(n-2)!,\qquad V_n=\frac{(2\pi)^nw^{2n-4}}{J_n},
\]

which is the stated volume. For \(n=3\), \(J_3=64\pi=201.06\), and at \(w=300\) MeV, \(V_3=\pi^2w^2/8=111{,}033\) MeV².

## Rescaling to massive particles

Let \(\mu=\sum_im_i<w\) and \(f(\xi)=\sum_i\sqrt{m_i^2+\xi^2p_{i0}^2}-w\), where \(p_{i0}\) is the massless energy. With \(E_i\) evaluated at \(\xi\),

\[
f'(\xi)=\sum_i\frac{\xi p_{i0}^2}{E_i}>0,\qquad
f''(\xi)=\sum_i\frac{m_i^2p_{i0}^2}{E_i^3}\ge0\qquad(\xi>0).
\]

Since \(f(0)=\mu-w<0\) and \(f(1)\ge\sum_ip_{i0}-w=0\), there is one root in \((0,1]\). The scaling keeps the total three-momentum zero. It can be inverted: \(\sum_ip_{i0}=w\) implies \(\xi=\sum_i|\mathbf k_i|/w\), so the massive event determines \(\xi\) and hence the massless event.

Insert \(1=\int_0^\infty d\xi\,\delta(\xi-\sum_i|\mathbf k_i|/w)\) into \(d\Phi_n(m)\), and at fixed \(\xi\) substitute \(\mathbf k_i=\xi\mathbf p_i\). The factors are:

- The volume elements give \(\prod_id^3k_i=\xi^{3n}\prod_id^3p_i\).
- Momentum conservation gives \(\delta^3(\xi\sum_i\mathbf p_i)=\xi^{-3}\delta^3(\sum_i\mathbf p_i)\).
- The inserted delta function has argument \((\xi/w)(w-\sum_i|\mathbf p_i|)\), so it equals \((w/\xi)\,\delta(w-\sum_i|\mathbf p_i|)\). This is energy conservation for the massless event.
- The massive energy delta function now performs the \(\xi\) integral and gives \(1/f'(\xi)\). As \(\xi p_{i0}^2=|\mathbf k_i|^2/\xi\), this is \(\xi/\sum_i(|\mathbf k_i|^2/E_i)\).
- The energy denominators give \(1/(2E_i)=[|\mathbf k_i|/(\xi E_i)]\,[1/(2|\mathbf p_i|)]\).

The power of \(\xi\) is \(3n-3-1+1-n=2n-3\). Thus \(d\Phi_n(m)=\rho\,d\Phi_n(0)\) with

\[
\rho=\xi^{2n-3}\Big(\prod_i\frac{|\mathbf k_i|}{E_i}\Big)\frac{w}{\sum_i|\mathbf k_i|^2/E_i}.
\]

Replacing \(\xi\) by \(\sum_i|\mathbf k_i|/w\) gives the form quoted with the scheme.

Two special cases serve as consistency checks. For zero masses, \(\xi=1\), all speeds are one, and the last denominator is \(w\), so \(\rho=1\). For \(n=2\), both momenta have length \(k=\xi w/2\), and

\[
\rho=\frac{2k}{w}\,\frac{k^2}{E_1E_2}\,\frac{w}{k^2(1/E_1+1/E_2)}
=\frac{2k}{w}\,\frac{w}{E_1+E_2}=\frac{2k}{w}.
\]

This is the same for every event, so the weight is again constant for two particles.

## One event in numbers

Take the photon's random numbers to be 0.30, 0.15, 0.50 and 0.60. Then \(\cos\theta=-0.40\) and \(q_0=-\ln0.30=1.2040\). With the two muon vectors, the sum is \(Q=(5.2903,-0.3601,-1.4920,0.5940)\), which gives \(M=5.028\), \(\gamma=1.0522\) and \(x=59.67\) MeV. The boost vector is \(\mathbf b=(0.0716,0.2967,-0.1181)\), so \(s=0.368\) for the photon, and its massless energy is

\[
59.67\,(1.0522\times1.2040+0.368)\ \text{MeV}=97.6\ \text{MeV}.
\]

The massless muon energies are 107.97 and 94.47 MeV. With \(m_\mu=105.658\) MeV, the energy equation gives \(\xi=0.587996\). The final momenta have lengths 57.365, 63.488 and 55.545 MeV for \(\gamma,\mu^-,\mu^+\), and the energies 57.365, 123.266 and 119.369 MeV add up to 300 MeV. The speeds are 1, 0.5151 and 0.4653, and \(\sum_i|\mathbf k_i|^2/E_i=115.91\) MeV. Hence

\[
\rho=0.5880^3\times0.5151\times0.4653\times\frac{300}{115.91}=0.126,
\]

and the event weight is \(V_3\rho=1.400\times10^4\) MeV².

## Why ignoring the weights raises the photon energy

For any observable \(O\), the change of its average when the weights are included follows from the definition of the covariance:

\[
\frac{\langle\rho O\rangle}{\langle\rho\rangle}-\langle O\rangle
=\frac{\operatorname{Cov}(\rho,O)}{\langle\rho\rangle}.
\]

In the sample the left side is \(44.70-55.27=-10.57\) MeV for the photon energy, so weight and photon energy are negatively correlated. The two ends of the photon spectrum illustrate this.

For a vanishing photon energy, the muons are back to back with \(E=w/2\). Their speed is then \(2k/w=\xi\), and the last two factors of \(\rho\) cancel: \(\xi^2w/(2k\xi)=1\). Thus \(\rho=\xi^3=(1-4m_\mu^2/w^2)^{3/2}=0.358\).

At the largest photon energy, the muons move together against the photon. Energy conservation gives \(E_\gamma=(w^2-4m_\mu^2)/(2w)=75.6\) MeV. Each muon has momentum 37.8 MeV and speed 0.337, while \(\xi=2E_\gamma/w=0.504\). Then \(\rho=0.504^3\times0.337^2\times300/[75.6\,(1+0.337)]=0.043\). Events at the hard end count about eight times less than those at the soft end.

## Unweighted massive events

Write \(v_i=|\mathbf k_i|/E_i\). Since \(\sum_i|\mathbf k_i|v_i\ge v_{\min}\,\xi w\),

\[
\rho\le\xi^{2n-4}\,\frac{\prod_iv_i}{v_{\min}}\le\xi^{2n-4}\le1.
\]

Keeping an event with probability \(\rho\) therefore produces events distributed as \(d\Phi_n(m)\) with equal weights. In the three-body sample 11.6% of the events survive, and their mean photon energy is \(44.71\pm0.12\) MeV.

For \(n\ge3\) and at least one nonzero mass, a tighter bound saves proposals. Regard \((m_i,|\mathbf k_i|)\) as plane vectors of length \(E_i\). The triangle inequality gives \(w^2\ge\mu^2+(\xi w)^2\), hence

\[
\xi\le\xi_{\max}=\sqrt{1-\mu^2/w^2},\qquad \rho\le C=\xi_{\max}^{2n-4}.
\]

One may accept with probability \(\rho/C\). Here \(C=0.504\), so the expected acceptance rises from 0.115 to 0.228.

## Cost

An event needs \(4n\) random numbers and a number of operations proportional to \(n\), plus \(n\) square roots per Newton step. In the event above, the iterates from \(\xi=1\) are 0.61985, 0.58831, 0.58799566 and 0.58799563; the next one agrees to eight decimals.

The relative error of a massive volume is the standard deviation of \(\rho\) divided by its mean and by \(\sqrt N\). For \(\mu^+\mu^-\gamma\) this is \(0.0795/(0.1149\sqrt{200000})=0.15\%\). The sampled volume is \(12{,}757\pm20\) MeV², against 12,775 MeV² from recursive quadrature. For \(e^+e^-\mu^+\mu^-\) at the same energy, the mean of \(\rho\) is 0.0146, so acceptance with probability \(\rho\) keeps about one event in 68. The sampled volume, \((3.828\pm0.011)\times10^7\) MeV⁴, agrees with the quadrature value of \(3.826\times10^7\) MeV⁴.

## Stability and failure modes

**Newton's method.** The tangent of a convex function lies below its graph, so steps started to the right of the root descend without crossing it. Both \(\xi=1\) and the closer \(\xi_{\max}\) qualify as starting points. Close to threshold, \(w-\mu\) is a small difference of large terms. The identity \(E_i-m_i=\xi^2p_{i0}^2/(E_i+m_i)\) turns the equation into \(\sum_i\xi^2p_{i0}^2/(E_i+m_i)=w-\mu\), which avoids subtracting each mass from a nearly equal energy. The gain is realized only if \(w-\mu\) itself is known accurately, for instance given as input or summed without rounding; otherwise the rounding of \(\mu\) brings the same loss back. For three muon masses at \(w-\mu=10^{-12}\mu\), the relative error of \(\xi\) in double precision is a few times \(10^{-5}\) in both forms when \(\mu\) is summed in the ordinary way, and it falls to machine precision in the rewritten form with an exact \(w-\mu\). Convergence from \(\xi=1\) also slows near threshold: for three equal masses, eight digits take 10, 16 and 23 steps at \((w-\mu)/\mu=10^{-4}\), \(10^{-8}\) and \(10^{-12}\), so the iteration should stop on a tolerance, not after a fixed number of steps. For \(w<\mu\) there is no root, and the input must be rejected.

**Nearly collinear draws.** If all \(q_i\) are almost parallel, \(M^2=Q_0^2-|\mathbf Q|^2\) suffers cancellation, with a relative rounding error of order \(\gamma^2\) times machine precision. Such draws may be discarded by a cut on \(\gamma\). This introduces no bias, because the joint distribution factorizes: a cut on \(Q\) alone leaves the distribution of the \(p_i\), and hence \(V_n\), unchanged.

**Zeros.** A random number equal to zero makes the logarithm diverge, hence the interval \((0,1]\). A massless particle of zero energy would also give 0/0 in the weight, in \(f'\) and in the near-threshold form of the energy equation. For massless particles, therefore, set \(|\mathbf k_i|/E_i\) to one in the product, replace \(|\mathbf k_i|^2/E_i\) by \(|\mathbf k_i|\) in the sum, replace \(\xi p_{i0}^2/E_i\) by \(p_{i0}\) in \(f'\), and replace \(\xi^2p_{i0}^2/(E_i+m_i)\) by \(\xi p_{i0}\) in the near-threshold equation.

**Peaked integrands.** Flat sampling does not follow the matrix element. The photon measure contains \(E_\gamma\,dE_\gamma\). If a squared amplitude grows as \(1/E_\gamma^2\) at small \(E_\gamma\), the integral behaves as \(\int dE_\gamma/E_\gamma\) and diverges without a lower cut. No choice of phase-space weight removes this.

**Jacobian checks.** The weight \(\rho\) can be checked at single events by finite differences, if one momentum component is eliminated through energy conservation. The elimination is ill-conditioned when the total energy hardly changes with that component. In one event with a derivative of 0.055, the relative deviation was \(3.0\times10^{-5}\) at a step of 0.001 MeV and \(3.0\times10^{-7}\) at 0.0001 MeV. This is the quadratic fall expected of central differences. With the eliminated component along the difference of the last two massless directions, the largest deviation over ten events was \(1.8\times10^{-7}\) at the larger step. The numerical check contains this comparison and the corresponding one for the massless map.

## Computed results

```
total energy w = 300.0 MeV; muon mass = 105.6584 MeV; electron mass = 0.51100 MeV
event random numbers r1..r4, photon: 0.30 0.15 0.50 0.60
event random numbers r1..r4, mu-: 0.80 0.55 0.40 0.30
event random numbers r1..r4, mu+: 0.45 0.80 0.70 0.20
q (energy,x,y,z), dimensionless, photon: 1.2040 0.6486 0.8927 -0.4816
q (energy,x,y,z), dimensionless, mu-: 2.1203 -1.6132 -0.5242 1.2722
q (energy,x,y,z), dimensionless, mu+: 1.9661 0.6045 -1.8605 -0.1966
Q = sum q, dimensionless: 5.2903 -0.3601 -1.4920 0.5940
M = 5.0279, gamma = 1.0522 (dimensionless), x = 59.6675 MeV
boost vector b, dimensionless: 0.0716 0.2967 -0.1181
massless p (energy,x,y,z) in MeV, photon: 97.561 44.612 77.760 -38.486
massless p (energy,x,y,z) in MeV, mu-: 107.974 -88.072 2.630 62.409
massless p (energy,x,y,z) in MeV, mu+: 94.465 43.460 -80.390 -23.922
Newton iterates of xi, from start: 1.00000000 0.61984808 0.58831016 0.58799566 0.58799563 0.58799563
final k (energy,x,y,z) in MeV, photon: 57.365 26.231 45.723 -22.630
final k (energy,x,y,z) in MeV, mu-: 123.266 -51.786 1.546 36.696
final k (energy,x,y,z) in MeV, mu+: 119.369 25.555 -47.269 -14.066
|k| in MeV (photon, mu-, mu+): 57.365 63.488 55.545
speeds |k|/E (photon, mu-, mu+): 1.0000 0.5151 0.4653
sum |k|^2/E = 115.911 MeV
event rho = 0.12610; bound xi^2 = 0.34574
J_3 by quadrature = 201.0619 (dimensionless)
massless V_3 = 111033.05 MeV^2; event weight = 14001.53 MeV^2
events per sample: 200000
mu+ mu- photon: mean rho = 0.11489 +- 0.00018, standard deviation 0.0795, largest 0.3571
mu+ mu- photon volume, sample: 12757.0 +- 19.7 MeV^2
mu+ mu- photon volume, quadrature: 12775.2 MeV^2
mean photon energy, quadrature: 44.637 MeV
mean photon energy, weighted: 44.697 +- 0.051 MeV
mean photon energy, weights ignored: 55.266 +- 0.035 MeV
mean photon energy, accepted events: 44.705 +- 0.115 MeV
accepted fraction: 0.1159
massless V_4 = 2.61615e+09 MeV^4
e+ e- mu+ mu-: mean rho = 0.01463 +- 0.00004
e+ e- mu+ mu- volume, sample: 3.8283e+07 +- 1.1e+05 MeV^4
e+ e- mu+ mu- volume, quadrature: 3.8258e+07 MeV^4
massless n=3, mean (2E/w)^2: quadrature 0.50000, RAMBO 0.50030 +- 0.00065
massless n=3, same with equal q energies: 0.47042 +- 0.00050
massless n=4, mean (2E/w)^2: quadrature 0.30000, RAMBO 0.29990 +- 0.00051
massless n=4, same with equal q energies: 0.26624 +- 0.00032
largest relative Jacobian deviation, massless map: 1.2e-08
largest relative Jacobian deviation, massive map: 1.8e-07
massive map, fixed z axis, worst event: slope 0.0554, deviation 3.0e-05 at step 0.001 MeV, 3.0e-07 at 0.0001 MeV
```
